# Nuclear Gradients of Density-Fitted MP2 with a Fitted Hartree–Fock Reference, part 1

(Sections cited here and not found follow in the second part.)

When a nucleus in a molecule is displaced, the electronic energy and the nuclear repulsion change, and minus the derivative of their sum is the force that drives geometry optimization and nuclear motion. In an atom-centred basis the displacement moves the basis functions, so the integrals that couple them to the rest of the molecule change, and the orbitals and correlation amplitudes readjust. In density-fitted second-order Møller–Plesset theory (DF-MP2) with a density-fitted Hartree–Fock reference, the case treated here, no four-centre integral is computed: orbital products are expanded in auxiliary functions, which also sit on the nuclei and move with them. The question is how to write the exact derivative of the fitted energy without four-centre derivative integrals and without a response calculation for each coordinate.

## Definitions and assumptions

Real basis functions are $\chi_\mu$, auxiliary functions $\chi_P$. Orbitals are $\phi_p=\sum_\mu\chi_\mu C_{\mu p}$, with $i,j,k$ doubly occupied, $a,b,c$ virtual and $p,q$ general. In SI units $h=-\frac{\hbar^2}{2m_e}\nabla^2-\sum_A\frac{Z_Ae^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_A|}$, and
$$(\mu\nu|P)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{\chi_\mu(\mathbf r)\chi_\nu(\mathbf r)\chi_P(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad V_{PQ}=(P|Q),$$
where the metric $V$ has the same kernel and is symmetric. Every two-electron integral below means the fitted one,
$$(\mu\nu|\lambda\sigma)=\sum_{PQ}(\mu\nu|P)V^{-1}_{PQ}(Q|\lambda\sigma),\qquad c^P_{\mu\nu}=\sum_QV^{-1}_{PQ}(Q|\mu\nu),$$
which keeps all permutational symmetries of the exact integral. Two auxiliary sets are allowed. Set JK is used in
$$G[D]_{\mu\nu}=\sum_{\lambda\sigma}D_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right],\qquad F=h+G[D^0],\qquad D^0_{\mu\nu}=2\sum_iC_{\mu i}C_{\nu i},$$
and set RI in $K^{ab}_{ij}=(ia|jb)$. For symmetric matrices ${\rm tr}(A\,G[B])={\rm tr}(B\,G[A])$, by relabelling the summation indices. With $f=C^TFC$, overlap $S$ and canonical orbital energies $\varepsilon_p$, the energy is defined as $E=E_{\rm HF}+E_c$,
$$E_{\rm HF}=V_{nn}+{\rm tr}D^0h+\tfrac12{\rm tr}D^0G[D^0],\qquad E_c=\sum_{ijab}\tilde T^{ab}_{ij}K^{ab}_{ij},$$
$$T^{ab}_{ij}=-K^{ab}_{ij}/\Delta^{ab}_{ij},\quad\Delta^{ab}_{ij}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j,\quad\tilde T^{ab}_{ij}=2T^{ab}_{ij}-T^{ba}_{ij}.$$
Both $T$ and $\tilde T$ are pair symmetric, $T^{ab}_{ij}=T^{ba}_{ji}$, because $K$ and $\Delta$ are.

The assumptions are: (a) a closed-shell restricted Hartree–Fock (RHF) solution with real orbitals, $C^TSC=1$ and $f_{ai}=0$, all electrons correlated; (b) all $\Delta>0$; (c) both metrics invertible and inverted in full; (d) the matrix
$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi)\quad(\text{set JK})$$
nonsingular. A superscript $x$ denotes the derivative of an integral over basis functions with respect to a nuclear coordinate.

## Theorem

Define $Y^P_{ia}=\sum_{jb}\tilde T^{ab}_{ij}c^P_{jb}$ (set RI) and, in the orbital basis,
$$P_{ab}=2\sum_{ijc}\tilde T^{ac}_{ij}T^{bc}_{ij},\qquad P_{ij}=-2\sum_{kab}\tilde T^{ab}_{ik}T^{ab}_{jk},\qquad P_{ai}=P_{ia}=0.$$
Let $z$ solve $\sum_{bj}A_{ai,bj}z_{bj}=-L_{ai}$ with
$$L_{ai}=2G[P]_{ai}+2\sum_{bP}(ab|P)Y^P_{ib}-2\sum_{jP}(ij|P)Y^P_{ja}.$$
Let $\bar P$ equal $P$ with $\bar P_{ai}=\bar P_{ia}=z_{ai}$, and $W=\frac14(X+X^T)$ with $X$ from Lemma 3. Carry $\bar P$ and $W$ to the basis-function representation by $M\to CMC^T$, and set $D=D^0+\bar P$, $D'=\frac12D^0+\bar P$. Under (a)–(d),
$$\frac{dE}{dx}=V_{nn}^x+{\rm tr}Dh^x-{\rm tr}WS^x+\sum_{\rm JK,\,RI}\Big[\sum_{\mu\nu P}\Gamma^P_{\mu\nu}(\mu\nu|P)^x+\sum_{PQ}\Gamma^{PQ}V^x_{PQ}\Big],$$
where for each set $\Gamma^{PQ}=-\frac12\sum_{\mu\nu}c^P_{\mu\nu}\Gamma^Q_{\mu\nu}$, and
$$\text{RI: }\ \Gamma^P_{\mu\nu}=4\sum_{ia}C_{\mu i}Y^P_{ia}C_{\nu a},\qquad\text{JK: }\ \Gamma^P=D'd_0^P+D^0d'^P-D'c^PD^0,$$
with $d^P_0={\rm tr}D^0c^P$ and $d'^P={\rm tr}D'c^P$.

The three-index and two-index densities carry the two-electron part only; the one-electron and overlap terms remain. They carry all of it only because the reference is fitted too.

## Lemma 1: derivative of a fitted energy

Let $E_4=\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)$ with fixed $\Gamma_{\mu\nu\lambda\sigma}=\Gamma_{\lambda\sigma\mu\nu}$. Then $E_4^x=\sum\Gamma^P_{\mu\nu}(\mu\nu|P)^x+\sum\Gamma^{PQ}V^x_{PQ}$ with $\Gamma^P_{\mu\nu}=2\sum_{\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}c^P_{\lambda\sigma}$ and $\Gamma^{PQ}=-\frac12\sum c^P_{\mu\nu}\Gamma^Q_{\mu\nu}$.

*Proof.* Differentiating $VV^{-1}=1$ gives $V^xV^{-1}+V(V^{-1})^x=0$, so $(V^{-1})^x=-V^{-1}V^xV^{-1}$. The product rule on the three factors of the fitted integral, with each undifferentiated $V^{-1}(Q|\cdot)$ written as $c$, gives
$$(\mu\nu|\lambda\sigma)^x=\sum_P(\mu\nu|P)^xc^P_{\lambda\sigma}+\sum_Pc^P_{\mu\nu}(P|\lambda\sigma)^x-\sum_{PQ}c^P_{\mu\nu}V^x_{PQ}c^Q_{\lambda\sigma}.$$
After contraction with $\Gamma$, renaming $\mu\nu\leftrightarrow\lambda\sigma$ in the second term turns it into the first by pair symmetry, which gives the factor 2. The third term has the coefficient $-\sum c^P_{\mu\nu}\Gamma_{\mu\nu\lambda\sigma}c^Q_{\lambda\sigma}=-\frac12\sum c^P_{\mu\nu}\Gamma^Q_{\mu\nu}$, symmetric in $P,Q$. $\square$

*Remark 1 (sum rules).* Since $\sum_P(\mu\nu|P)c^P_{\lambda\sigma}=(\mu\nu|\lambda\sigma)$ and $\sum_PV_{QP}c^P_{\mu\nu}=(Q|\mu\nu)$, contraction with the undifferentiated integrals gives $\sum\Gamma^P_{\mu\nu}(\mu\nu|P)=2E_4$ and $\sum\Gamma^{PQ}V_{PQ}=-E_4$.

*Remark 2 (meaning of the metric term).* Mix the auxiliary functions among themselves, $\delta\chi_P=\sum_QM_{PQ}\chi_Q$. The fitting space is unchanged, so $E_4$ must be. The three-index term changes by $\sum\Gamma^P_{\mu\nu}M_{PQ}V_{QR}c^R_{\mu\nu}=-2\sum\Gamma^{RP}M_{PQ}V_{QR}$. The metric changes by $MV+VM^T$, which contributes $+2\sum\Gamma^{RP}M_{PQ}V_{QR}$ because $\Gamma^{PQ}$ is symmetric. The two cancel: the metric term removes the part of the auxiliary motion that stays inside the fitting space.

## Lemma 2: the Hylleraas functional

For any orthonormal orbitals and pair-symmetric $T$, define
$$R(T)^{ab}_{ij}=\sum_c(f_{ac}T^{cb}_{ij}+f_{bc}T^{ac}_{ij})-\sum_k(f_{ki}T^{ab}_{kj}+f_{kj}T^{ab}_{ik}),\qquad E_H=\sum\tilde T\,[2K+R(T)].$$
Then (i) $E_H$ is unchanged when occupied orbitals are rotated among themselves, virtual orbitals among themselves, and $T$ accordingly; (ii) at the RHF solution it is stationary in $T$ at the MP2 amplitudes, with value $E_c$; (iii) $\sum\tilde TR(T)={\rm tr}Pf$, with $P$ symmetric and traceless.

*Proof.* (i) $D^0$, and hence $F$, is unchanged, and every index is contracted between two factors that transform with the same orthogonal matrix.

(ii) $R$ is a symmetric linear map because $f$ is symmetric. Let $s$ swap $a$ and $b$, so $\tilde T=(2-s)T$. Writing $R(sT)^{ab}_{ij}$ out gives the four terms of $R(T)^{ba}_{ij}$, so $R$ commutes with $s$. Hence $\sum\tilde TR(\delta T)=\sum\delta\tilde T\,R(T)$ and $\delta E_H=2\sum\delta\tilde T\,[K+R(T)]$. As $s^2=1$, the map $2-s$ has eigenvalues 1 and 3 and is invertible, so stationarity means $K+R(T)=0$. In canonical orbitals $R(T)=\Delta T$, so $T=-K/\Delta$, and $E_H=\sum\tilde T(2K-K)=E_c$. Under (b) the quadratic form $(2-s)\Delta$ is positive and the point is a minimum. By (i) the value is the same in noncanonical orbitals.

(iii) Renaming $i\leftrightarrow j$, $a\leftrightarrow b$ and using pair symmetry turns the second term of $\sum\tilde TR$ into the first and the fourth into the third. What remains is $2\sum f_{ac}\sum_{ijb}\tilde T^{ab}_{ij}T^{cb}_{ij}-2\sum f_{ki}\sum_{jab}\tilde T^{ab}_{ij}T^{ab}_{kj}$, which defines $P$. In $P_{ab}=2\sum(2T^{ac}_{ij}T^{bc}_{ij}-T^{ca}_{ij}T^{bc}_{ij})$ the first product is symmetric in $a,b$; the second becomes $T^{ac}_{ij}T^{cb}_{ij}$ on renaming $i\leftrightarrow j$, which is its own transpose. In $P_{ij}$ the product $T^{ba}_{ik}T^{ab}_{jk}$ becomes its transpose on renaming $a\leftrightarrow b$. Both block traces equal $\pm2\sum\tilde TT$ and cancel. $\square$

$P$ moves electrons from occupied to virtual orbitals at fixed electron number.

## Lemma 3: orbital derivative

Introduce multipliers $z_{ai}$ for $f_{ai}=0$ and a symmetric $W$ for orthonormality. Because $2\sum z_{ai}f_{ai}$ fills the off-diagonal blocks of $\bar P$,
$$\mathcal L=E_{\rm HF}+{\rm tr}\bar Pf+2\sum\tilde TK-{\rm tr}W(C^TSC-1).$$
For $C\to C(1+U)$ with arbitrary small $U$, that is $\delta\phi_q=\sum_p\phi_pU_{pq}$, at fixed $T,z,W$: $\delta\mathcal L=\sum_{pq}(X_{pq}-2W_{pq})U_{pq}$ with
$$X_{pi}=4f_{pi}+2(f\bar P)_{pi}+4G[\bar P]_{pi}+4\sum_{aP}(pa|P)Y^P_{ia},\qquad X_{pa}=2(f\bar P)_{pa}+4\sum_{iP}(pi|P)Y^P_{ia}.$$

*Proof.* In the orbital basis $\delta D^0=2\sum_{pi}U_{pi}(|p\rangle\langle i|+|i\rangle\langle p|)$, so ${\rm tr}M\,\delta D^0=4\sum M_{pi}U_{pi}$ for symmetric $M$. The symmetry of $G$ gives $\delta E_{\rm HF}={\rm tr}F\,\delta D^0=4\sum f_{pi}U_{pi}$. The orbital Fock matrix changes in two ways, $\delta f=U^Tf+fU+G[\delta D^0]$. The first two terms give ${\rm tr}\bar P(U^Tf+fU)=2\sum(f\bar P)_{pq}U_{pq}$, and the third ${\rm tr}G[\bar P]\delta D^0=4\sum G[\bar P]_{pi}U_{pi}$. In $2\sum\tilde TK$ the factors $(ia|P)$ and $(Q|jb)$ contribute equally by pair symmetry, giving $4\sum Y^P_{ia}\,\delta(ia|P)$ with $\delta(ia|P)=\sum_p[U_{pi}(pa|P)+U_{pa}(pi|P)]$. Finally $\delta(C^TSC)=U+U^T$ contributes $-2\sum W_{pq}U_{pq}$. $\square$

## Lemma 4: the multipliers

$\mathcal L$ is stationary in $C$ if and only if $Az=-L$ and $W=\frac14(X+X^T)$.

*Proof.* Stationarity is $X=2W$ with $W$ symmetric, so $X-X^T=0$ and $W$ is half the symmetric part of $X$. For antisymmetric $U$, $\delta\mathcal L=\frac12\sum(X-X^T)_{pq}U_{pq}$. Take $U$ antisymmetric within the occupied block. $E_{\rm HF}$ depends only on $D^0$ and does not change. The term $2\sum z_{ai}f_{ai}$ changes by $2\sum z_{ai}f_{aj}U_{ji}=0$. By Lemma 2(i), rotating $C$ and $T$ together leaves $E_H$ fixed, and by (ii) the change of $T$ costs nothing to first order, so rotating $C$ alone costs nothing either. Hence $X_{ij}=X_{ji}$ for any $z$, and likewise $X_{ab}=X_{ba}$.

In the mixed block, canonical orbitals give $f_{ai}=0$, $(f\bar P)_{ai}=\varepsilon_az_{ai}$, $(f\bar P)_{ia}=\varepsilon_iz_{ai}$. With $Z=\bar P-P$,
$$X_{ai}=2\varepsilon_az_{ai}+4G[Z]_{ai}+4G[P]_{ai}+4\sum(ab|P)Y^P_{ib},\qquad X_{ia}=2\varepsilon_iz_{ai}+4\sum(ij|P)Y^P_{ja}.$$
Half the difference is $(\varepsilon_a-\varepsilon_i)z_{ai}+2G[Z]_{ai}+L_{ai}$. Each $z_{bj}$ appears twice in $Z$, as $Z_{bj}$ and $Z_{jb}$. The Coulomb part of $G[Z]_{ai}$ is therefore $2\sum z_{bj}(ai|bj)$, and the exchange part $-\frac12\sum z_{bj}[(ab|ij)+(aj|ib)]$. Doubling gives the integral part of $A$, so half the difference is $(Az+L)_{ai}$. $\square$

*Remark 3.* For a rotation $U_{ai}=\kappa_{ai}=-U_{ia}$, $\delta f_{ai}=\varepsilon_a\kappa_{ai}-\varepsilon_i\kappa_{ai}+G[\delta D^0]_{ai}$, and $\delta D^0$ is twice the symmetric matrix built from $\kappa$, so $\delta f=A\kappa$. Since the RHF energy gradient is $4f_{ai}$, the matrix $4A$ is the RHF Hessian for real rotations. It is symmetric and independent of $x$, so one linear system, the Z-vector equation, serves all coordinates.

The lemmas give the derivative of a fitted energy and a Lagrangian that is stationary in both amplitudes and orbitals, with multipliers obtained from one linear system for all nuclear coordinates. It remains to combine them into a proof of the theorem, to discuss its use and validity, and to check it numerically on an example.
